\section*{Why spin-rotation relaxation quickens in warm liquids and T1 peaks}

\section*{The question}

When a liquid is warmed, its molecules tumble faster. If the tumbling is already fast compared with the Larmor frequencies, dipolar relaxation then becomes slower, because the fluctuating dipolar field is averaged more quickly. Spin-rotation relaxation in the same liquid becomes faster. Why does the same motion act in opposite ways, and what happens to $T_1$ when both mechanisms are present?

\section*{Two memories in one motion}

The dipolar field on a nucleus depends on where the molecule points, and it persists until the molecule has turned. The spin-rotation field is produced by the rotation itself. It is proportional to the angular momentum $\mathbf J$, and it persists until torques from the neighbours have changed $\mathbf J$.

These two memories compete. If $\mathbf J$ is randomized quickly, the molecule makes many small turns in unrelated directions and its orientation changes slowly. If $\mathbf J$ persists longer, each turn is larger and the orientation is lost sooner. As long as each turn remains small, weaker friction therefore lengthens the memory of $\mathbf J$ and shortens the memory of orientation.

To make this quantitative, consider a rigid molecule XY$_4$ with a spin-$\tfrac12$ nucleus X at the centre of a regular tetrahedron of spin-$\tfrac12$ nuclei Y. It is a spherical top: its moment of inertia $M$ (the $I$ of the usual notation) is the same about every axis. Hartree atomic units are used, with $\hbar=1$, and temperature is in kelvin. The rotation is classical, which requires $MkT\gg1$ and, once friction acts, also $kT\tau_J\gg1$ for the memory time $\tau_J$ introduced below.

Let friction and random torque be isotropic. The rotational energy is $J^2/2M$, so equipartition gives $\langle J_iJ_j\rangle=MkT\,\delta_{ij}$. With $J_i=\sqrt{MkT}\,v_i$, the Langevin equation in the laboratory frame is
\begin{equation}
dv_i=-\frac{v_i}{\tau_J}\,dt+dW_i,\qquad
\langle dW_i\,dW_j\rangle=\frac{2}{\tau_J}\delta_{ij}\,dt .
\label{langevin}
\end{equation}
The noise strength keeps $\langle v_iv_j\rangle=\delta_{ij}$: in a time $dt$ friction removes $2\delta_{ij}dt/\tau_J$ and noise restores it. Multiplying (\ref{langevin}) by $v_j(0)$ and averaging removes the later noise, so that
\begin{equation}
\langle J_j(0)J_i(t)\rangle=MkT\,\delta_{ij}\,e^{-t/\tau_J},\qquad t\ge0 .
\label{jcorr}
\end{equation}
Thus $\tau_J$ is the memory time of the angular momentum. White noise presumes that the torques decorrelate much faster than $\tau_J$. If they do not, the correlation is not exponential and can turn negative; in the diffusion-limit results below, $\tau_J$ then stands for the time integral of the normalized correlation function.

\section*{How a random angular velocity destroys orientation}

Let an object turn with angular velocity $\Omega_i=\sigma v_i$. Collect its $2l+1$ components of rank $l$ in a column $F$. For $l=1$ these are the components of a vector; for $l=2$ they are those of a traceless symmetric tensor. Then
\begin{equation}
\frac{dF}{dt}=-i\sigma v_k\ell_kF,\qquad \ell_k\ell_k=L\equiv l(l+1),
\label{turn}
\end{equation}
where repeated indices are summed and $[\ell_i,\ell_k]=i\epsilon_{ikn}\ell_n$. For $l=1$, $(\ell_k)_{ab}=-i\epsilon_{kab}$ turns (\ref{turn}) into $d\mathbf F/dt=\boldsymbol\Omega\times\mathbf F$.

Fix $F(0)=F_0$, take equilibrium velocities at $t=0$, and define
\[
m=\langle F\rangle,\quad m_i=\langle v_iF\rangle,\quad
m_{ij}=\langle(v_iv_j-\delta_{ij})F\rangle .
\]
Equations (\ref{langevin}) and (\ref{turn}) give
\begin{align}
\dot m&=-i\sigma\ell_km_k,\label{m0}\\
\dot m_i&=-\frac{m_i}{\tau_J}-i\sigma(\ell_im+\ell_km_{ik}).\label{m1}
\end{align}
The last bracket follows from $v_iv_k=\delta_{ik}+(v_iv_k-\delta_{ik})$.

Suppose that the object turns little during one memory time:
\begin{equation}
\varepsilon\equiv\sigma^2\tau_J^2\ll1 .
\end{equation}
This is the diffusion limit. After a few $\tau_J$, $m_i$ follows the slowly varying $m$. The term with $m_{ik}$ is smaller by a factor of order $\varepsilon$, as shown below, so (\ref{m1}) gives $m_i=-i\sigma\tau_J\ell_im$. Inserting this in (\ref{m0}),
\begin{equation}
\dot m=(-i\sigma)(-i\sigma\tau_J)\ell_k\ell_km
=-l(l+1)\sigma^2\tau_J\,m .
\label{general}
\end{equation}
The decay rate is the mean square angular velocity about one axis, times its memory time, times $l(l+1)$.

\section*{Hubbard's relation}

For the molecule $\boldsymbol\Omega=\mathbf J/M$, hence $\sigma^2=MkT/M^2=kT/M$. Dipolar couplings depend on orientation through functions of rank $l=2$, for which $l(l+1)=6$. Their correlation time obeys $1/\tau_2=6kT\tau_J/M$, or
\begin{equation}
\boxed{\;\tau_J\tau_2=\frac{M}{6kT}\;}\qquad
\left(\varepsilon=\frac{kT\tau_J^2}{M}\ll1\right).
\label{hubbard}
\end{equation}

How small must $\varepsilon$ be? The next order answers this for the Langevin model. From (\ref{langevin}), $v_iv_j-\delta_{ij}$ decays at the rate $2/\tau_J$. In its coupling to the rotation one needs
\[
(v_iv_j-\delta_{ij})v_k=H_{ijk}+\delta_{ik}v_j+\delta_{jk}v_i,
\]
where $H_{ijk}$ is the third-order Hermite polynomial. Its average with $F$ is of order $\varepsilon^{3/2}$ and affects only later orders. Integrate the moment equations over all positive times, marking integrals by hats. All moments vanish at late times, and $m_i$ and $m_{ij}$ also vanish at $t=0$. Therefore
\begin{align}
F_0&=i\sigma\ell_k\hat m_k,\label{h0}\\
\hat m_i&=-i\sqrt\varepsilon\,(\ell_i\hat m+\ell_k\hat m_{ik}),\label{h1}\\
\hat m_{ik}&=-\frac{i\sqrt\varepsilon}{2}(\ell_i\hat m_k+\ell_k\hat m_i)
\simeq-\frac{\varepsilon}{2}(\ell_i\ell_k+\ell_k\ell_i)\hat m .\label{h2}
\end{align}
The last form uses the leading result $\hat m_i=-i\sqrt\varepsilon\,\ell_i\hat m$. The commutation rule and $\epsilon_{ikn}\ell_k\ell_n=i\ell_i$ give
\[
\ell_k\ell_i\ell_k=\ell_k\ell_k\ell_i+i\epsilon_{ikn}\ell_k\ell_n=(L-1)\ell_i .
\]
Consequently
\[
\ell_k\hat m_{ik}=-\frac{\varepsilon}{2}\left[(L-1)+L\right]\ell_i\hat m
=-\varepsilon\left(L-\tfrac12\right)\ell_i\hat m .
\]
Equations (\ref{h1}) and (\ref{h0}) then yield
\[
F_0=\sigma^2\tau_JL\left[1-\varepsilon\left(L-\tfrac12\right)\right]\hat m .
\]
Since $\hat m=\tau_lF_0$ defines the integral correlation time, $L=6$ gives
\begin{equation}
\tau_J\tau_2=\frac{M}{6kT}\left[1+\frac{11}{2}\varepsilon+O(\varepsilon^2)\right].
\label{correction}
\end{equation}
At $\varepsilon=0.01$ the numerical solution of the full moment hierarchy puts the product $5.4\%$ above Hubbard's value. At $\varepsilon=0.05$ the excess is $25\%$, and the first correction alone would give $27.5\%$. The coefficient depends on how $\mathbf J$ is randomized: if instantaneous collisions redraw $\mathbf J$ completely (J-diffusion), it is $11$ instead of $11/2$, while the leading term is unchanged. When the molecule turns through a large angle between effective torques, as in a dilute gas, (\ref{hubbard}) no longer applies.

\section*{The spin is turned by the same angular momentum}

By tetrahedral symmetry the spin-rotation tensor at X is a scalar $C$, here an angular frequency. With $\mathbf S$ the spin of X, $H_{\rm SR}=C\,\mathbf S\cdot\mathbf J$. The Heisenberg equation gives, for the $x$ component,
\[
\dot S_x=iC[J_yS_y+J_zS_z,S_x]=C(J_yS_z-J_zS_y),
\]
so that $\dot{\mathbf S}=C\,\mathbf J\times\mathbf S$. The spin is a vector turned by the random angular velocity $C\mathbf J$, and (\ref{general}) applies with $l=1$ and $\sigma^2=C^2MkT$:
\begin{equation}
R_{\rm SR}=2C^2MkT\,\tau_J .
\label{sr}
\end{equation}
This requires $C^2MkT\tau_J^2\ll1$. It also requires that Larmor precession during $\tau_J$ be negligible; otherwise the transverse field components are partly averaged. A prescribed classical $\mathbf J$ drives the polarization to zero. A thermal bath drives it to its equilibrium value instead, and for Zeeman energies far below $kT$ the rate is the same.

Equation (\ref{sr}) contains the answer to the first question. A longer memory of $\mathbf J$ lets the spin turn further before the field changes, just as it lets the molecule turn further. Eliminating $\tau_J$ with (\ref{hubbard}),
\begin{equation}
R_{\rm SR}=2C^2MkT\,\frac{M}{6kT\tau_2}
=\frac{C^2M^2}{3\tau_2}.
\label{srtau}
\end{equation}
The explicit temperature has cancelled. In the diffusion limit, spin-rotation relaxation speeds up on warming if and only if $\tau_2$ falls.

That $\tau_2$ falls is a property of the liquid's friction, which Hubbard's relation does not supply. Assume the activated form $\tau_2=\tau_0e^{E/kT}$ with constant $\tau_0$ and $E>0$. Then
\[
\tau_J=\frac{M}{6kT\tau_0}e^{-E/kT},\qquad
\frac{d\ln\tau_J}{d\ln T}=\frac{E}{kT}-1 .
\]
The mean square angular momentum, $\langle J^2\rangle=3MkT$, contributes a logarithmic slope of $1$, and the total slope of $R_{\rm SR}$ is $E/kT$. The longer memory contributes more than the larger angular momentum when $E>2kT$.

\section*{The dipolar rate}

Let $\mathbf u_k$ be the unit vector from X to the $k$th Y nucleus, $\mathbf Y_k$ its spin, and $r$ the bond length. In atomic units $\mu_0/4\pi=\alpha^2$, with $\alpha$ the fine-structure constant, so
\begin{equation}
H_{\rm DD}=S_ab_a,\quad
b_a=d\sum_kD^{(k)}_{ab}Y_{k,b},\quad
d=\frac{\alpha^2\gamma_X\gamma_Y}{r^3},
\end{equation}
with $D^{(k)}_{ab}=\delta_{ab}-3u_{k,a}u_{k,b}$.

Define $T_1$ by the initial recovery after selective inversion of X. The Y polarization is then at equilibrium and contributes no initial cross-relaxation. The later recovery is not exactly a single exponential, because the Y spins are driven out of equilibrium. Assume extreme narrowing: the Larmor frequencies and their sum, multiplied by $\tau_2$, are small. Integrating $\dot\rho=-i[H,\rho]$ once, substituting the result back, and averaging with $\langle H\rangle=0$ gives, for weak coupling,
\[
\dot\rho=-\int_0^\infty ds\,\langle[H(s),[H(0),\rho]]\rangle ,
\]
where $\rho$ is the deviation from equilibrium. Initially $\rho\propto S_z$. Its decay rate is
\[
R=\int_0^\infty ds\,
\frac{\langle{\rm Tr}\,S_z[H(s),[H(0),S_z]]\rangle}{{\rm Tr}\,S_z^2}
=-\int_0^\infty ds\,
\frac{\langle{\rm Tr}\,[H(s),S_z][H(0),S_z]\rangle}{{\rm Tr}\,S_z^2}.
\]
Now $[S_ab_a,S_z]=i(b_yS_x-b_xS_y)$. The two factors $i$ cancel the minus sign, and traces over $\mathbf S$ leave the correlations of $b_x$ and $b_y$:
\[
R_{\rm DD}=\int_0^\infty ds\,\langle b_x(s)b_x(0)+b_y(s)b_y(0)\rangle .
\]
For the Y spins the normalized trace of $Y_{k,a}Y_{k',b}$ is $\tfrac14\delta_{kk'}\delta_{ab}$. Different Y nuclei therefore contribute independently. A product of one dipolar and one spin-rotation term contains a single Y operator, whose trace is zero, so the two mechanisms do not interfere in this initial rate.

The matrix $D^{(k)}$ has eigenvalues $1,1,-2$, hence ${\rm Tr}(D^{(k)})^2=6$. By isotropy each of the directions $x$ and $y$ receives one third of this. Since $D^{(k)}$ has rank 2, its correlation integral supplies $\tau_2$:
\begin{equation}
R_{\rm DD}=4\times d^2\times\frac14\times\frac23\times6\,\tau_2
=4d^2\tau_2 .
\label{dd}
\end{equation}

\section*{The maximum of $T_1$}

The shift anisotropy at X vanishes by symmetry. Leaving out intermolecular dipolar relaxation and relaxation through scalar couplings,
\begin{equation}
\frac1{T_1}=A\tau_2+\frac{K}{\tau_2},\qquad
A=4d^2,\quad K=\frac{C^2M^2}{3}.
\label{sum}
\end{equation}
In the cold liquid the first term dominates and $T_1\simeq1/(A\tau_2)$ rises on warming. In the hot liquid the second dominates and $T_1\simeq\tau_2/K$ falls. The derivative of (\ref{sum}) with respect to $\tau_2$, $A-K/\tau_2^2$, vanishes at
\begin{equation}
\tau^*=\sqrt{\frac KA}=\frac{|C|M}{2\sqrt3\,d},\qquad
T_{1,\max}=\frac1{2\sqrt{AK}}=\frac{\sqrt3}{4|C|\,d\,M}.
\label{max}
\end{equation}
Here $d$ is taken positive. The second derivative, $2K/\tau_2^3$, is positive, so the rate is a minimum and $T_1$ a maximum. Both mechanisms contribute $\sqrt{AK}$ there.

In the diffusion limit the height of the maximum does not depend on how $\tau_2$ varies with temperature; the finite-memory correction, of order $\varepsilon$, does depend on the temperature at which the maximum falls. That law fixes the position: for activated $\tau_2$, $kT^*=E/\ln(\tau^*/\tau_0)$. The maximum is observable if $\tau_2$ reaches $\tau^*$ while the sample is liquid. The formulas hold there if $\varepsilon$ is still small and the Larmor frequencies multiplied by $\tau^*$ are small too, as extreme narrowing requires.

\section*{Numbers for a model molecule}

Take Y nuclei of mass $20$ u with the proton's gyromagnetic ratio, $\gamma_X=\gamma_Y/4$, and $r=3$ bohr. Choose $C=5\times10^{-13}$ hartree, $E=0.004$ hartree and $\tau_0=1600$ atomic time units. The geometry gives $M=8.750\times10^5$, and the coupling is $d=1.141\times10^{-12}$ hartree.

At $300$ K, $\tau_2=1.078\times10^5$ and $kT=9.500\times10^{-4}$ hartree. Hubbard's relation gives
\[
\tau_J=\frac{8.750\times10^5}{6(9.500\times10^{-4})(1.078\times10^5)}
\simeq1.42\times10^3 ,
\]
about one seventy-sixth of $\tau_2$. The classical $\langle J^2\rangle=3MkT$ is $2493.8$, and the free quantum rotor sum gives $2493.6$, so the level spacing of the free rotor plays no role. The damping is less safely classical: $kT\tau_J$ is $0.16$ at $200$ K, $1.35$ at $300$ K and $3.9$ at $400$ K, and $\tau_J$ lies between $6$ and $74$ fs. For these parameters classical white noise is an idealization, and the tabulated $\tau_J$, like its separation from $\langle J^2\rangle$, belongs to the model. The rate $K/\tau_2$ is more robust, because in the diffusion limit $1/\tau_2$ and $R_{\rm SR}$ are both proportional to the same time integral of the angular-velocity correlation. In atomic units the diffusion-limit results are:
\begin{center}
\begin{tabular}{cccccc}
$T$ (K) & $\tau_2/10^5$ & $\tau_J/10^3$ & $R_{\rm DD}/10^{-19}$ & $R_{\rm SR}/10^{-19}$ & $T_1/10^{17}$\\
200 & 8.85 & 0.260 & 46.1 & 0.72 & 2.14\\
250 & 2.50 & 0.736 & 13.0 & 2.55 & 6.42\\
300 & 1.08 & 1.42 & 5.61 & 5.92 & 8.67\\
350 & 0.591 & 2.23 & 3.08 & 10.8 & 7.21\\
400 & 0.376 & 3.06 & 1.96 & 17.0 & 5.29
\end{tabular}
\end{center}

From $250$ to $350$ K, $\langle J^2\rangle$ grows by a factor $1.40$ and $\tau_J$ by $3.03$. Their product, $4.24$, is the growth of the spin-rotation rate. Most of the increase comes from the longer memory, as expected for $E/kT=4.2$ at $300$ K.

The maximum follows from (\ref{max}):
\[
\tau^*=\frac{(5\times10^{-13})(8.750\times10^5)}
{2\sqrt3\,(1.141\times10^{-12})}\simeq1.107\times10^5,
\]
or $2.68$ ps. The activation law gives
\[
kT^*=\frac{0.004}{\ln(1.107\times10^5/1600)}
=\frac{0.004}{4.237}=9.44\times10^{-4}\ \text{hartree},
\]
so $T^*\simeq298$ K. The height is
\[
T_{1,\max}=\frac{\sqrt3}
{4(5\times10^{-13})(1.141\times10^{-12})(8.750\times10^5)}
\simeq8.68\times10^{17},
\]
which is $21.0$ s.

Extreme narrowing is satisfied in a field of $4\times10^{-5}$ atomic units: even at $200$ K, the sum of the two Larmor frequencies times $\tau_2$ is $0.067$. The diffusion limit is less accurate on the hot side, where $\varepsilon$ reaches $0.014$ at $400$ K. This value uses the tabulated $\tau_J$. At given $\tau_2$, let $q$ be the ratio of the finite-memory $\tau_J$ to the tabulated one. Then $\varepsilon$ grows by $q^2$, and (\ref{correction}) gives $q=1+0.075\,q^2$, or $q\simeq1.09$. The tabulated $\tau_J$ and $R_{\rm SR}$ at $400$ K therefore lie about $8\%$ below the values of the same Langevin model with finite memory.

Near the maximum $\varepsilon\simeq0.0021$, so finite memory raises the spin-rotation rate at given $\tau_2$ by the fraction $\delta=11\varepsilon/2\simeq0.012$. Because that mechanism supplies half the total rate, $T_{1,\max}$ should fall by about $\delta/2$, or $0.6\%$. The numerical maximization without the diffusion limit gives $8.63\times10^{17}$ at $297$ K, which agrees with this estimate. The program also checks the orientation decay against random trajectories and the dipolar rate against explicit five-spin commutators.

\section*{Computed results}
\begin{verbatim}
TEST OF THE HUBBARD RELATION (dimensionless)
eps, 6 kT tau_J tau_2 / M, 1 + 11 eps/2:
  0.001  1.00549  1.00550
  0.010  1.05367  1.05500
  0.050  1.24619  1.27500
first-order coefficient from matrix: 5.499
trajectories, eps = 0.05: ratio 1.249
spin decay rate/(2 eps), l = 1: 0.99985
dipolar rate/(d^2 tau_2), four Y: 4.000000
MODEL (atomic units unless stated)
mass of Y: 20 u; bond length: 3.0 bohr
moment of inertia M: 8.74986e+05
gamma_Y: 1.52103e-03; gamma_X: 3.80258e-04
C: 5.000e-13 hartree; d: 1.1407e-12 hartree
E: 0.0040 hartree; tau_0: 1600
k_B: 3.166812e-06 hartree/K
A: 5.2051e-24; K: 6.3800e-14
<J^2> at 300 K, quantum: 2493.58 hbar^2
<J^2> at 300 K, classical: 2493.83 hbar^2
DIFFUSION-LIMIT TABLE (T in K, eps pure number, rest a.u.)
T, tau_2, tau_J, eps, rate DD, rate SR, T1
200 8.8493e+05 2.6019e+02 4.90e-05 4.606e-18 7.210e-20 2.138e+17
250 2.5024e+05 7.3610e+02 4.90e-04 1.302e-18 2.550e-19 6.421e+17
300 1.0781e+05 1.4238e+03 2.20e-03 5.611e-19 5.918e-19 8.673e+17
350 5.9078e+04 2.2271e+03 6.28e-03 3.075e-19 1.080e-18 7.208e+17
400 3.7628e+04 3.0595e+03 1.36e-02 1.959e-19 1.696e-18 5.287e+17
GROWTH FACTORS FROM 250 K TO 350 K (dimensionless)
<J^2>: 1.400; tau_J: 3.025
spin-rotation rate: 4.236
E/kT at 300 K: 4.210
field for narrowing check: 4.0e-05 a.u.
(omega_X + omega_Y) tau_2 at 200 K: 0.0673
T1 MAXIMUM, DIFFUSION LIMIT
tau_2 at maximum: 1.1071e+05 a.u.
  converted: 2.678 ps
temperature: 298.12 K
T1 maximum: 8.6765e+17 a.u.
  converted: 20.987 s
T1 MAXIMUM, FINITE ANGULAR MEMORY
temperature: 297.01 K
T1 maximum: 8.6269e+17 a.u.
rate SR / rate DD: 0.9801
\end{verbatim}
